# How far a laterally clamped copper pad rises on heating

## The problem

In the bonding of two chips face to face, copper pads sit in openings of an insulating layer. On heating, the copper expands and its top surface moves towards the pad on the opposite chip. The gap to be closed is a matter of nanometres, so the size of this movement matters.

Take a copper pad of thickness $h=1$ µm. Its base is bonded to a rigid support and its side walls are rigid, so the copper cannot move sideways. The walls are smooth: they can push on the copper, but they exert no vertical drag. The top is free and has not yet touched anything. The pad is free of stress before heating and is then warmed uniformly by $\Delta T=300$ K. The copper is treated as isotropic, with Poisson ratio $\nu=0.34$ and linear expansion coefficient $\alpha=17$ ppm/K, both independent of temperature.

(a) How far does the top rise if the copper remains elastic?

(b) Let Young's modulus be $E=120$ GPa and the yield strength $Y=300$ MPa, both round model values. Does the copper remain elastic? If not, how far does the top rise?

## A tempting solution

Thermal expansion acts in three perpendicular directions. The walls forbid it in two of them. Nothing obstructs the third, so the vertical expansion should be that of a free piece of copper:

$$
h\alpha\Delta T=(1\ \text{µm})(17\times10^{-6}\ \text{K}^{-1})(300\ \text{K})=5.10\ \text{nm}.
$$

Young's modulus does not appear, which seems right for a surface that nothing pushes on. On this view the walls affect the stress in the copper but not the height of its top.

## Where it fails

The error lies in treating the three directions as independent. They are independent for the thermal expansion of an unstressed body, but this body is stressed. The walls prevent lateral expansion by pushing on the copper, and a solid squeezed from the sides grows in the direction left free. This is the Poisson effect.

The process can be split into two stages. First, let the pad expand without walls. Each of its dimensions grows by the fraction $\alpha\Delta T$, and the top rises by 5.10 nm. Next, press the sides inwards until the original width is restored. During this second stage the top rises again. The tempting solution stops after the first stage.

The free top does supply a condition, but a condition on the stress: the vertical stress vanishes there. It does not say that the vertical strain has its free thermal value.

## The elastic solution

Let $z$ point upwards from the base, and count tensile stress as positive. The strains are small, so Hooke's law with heating reads

$$
\varepsilon_{xx}=\frac{\sigma_{xx}-\nu(\sigma_{yy}+\sigma_{zz})}{E}+\alpha\Delta T,
$$

and the other two normal strains follow by exchanging the labels. These are total strains, measured from the unheated pad. The total strain describes the actual change of shape, so it is the total lateral strain that the walls set to zero.

**Vertical stress.** Try a displacement that is purely vertical and proportional to height, $u_x=u_y=0$ and $u_z=\varepsilon z$, with $\varepsilon$ a constant. It vanishes at the base and has no lateral part at the walls. All shear strains are zero, hence so are the shear stresses, as smooth walls require. Vertical equilibrium,

$$
\frac{\partial\sigma_{xz}}{\partial x}+\frac{\partial\sigma_{yz}}{\partial y}+\frac{\partial\sigma_{zz}}{\partial z}=0,
$$

then reduces to $\partial\sigma_{zz}/\partial z=0$. Since $\sigma_{zz}=0$ at the free top, it is zero at every height.

This trial field is the only solution. The difference between two solutions would be an elastic displacement without heating. At every point of the boundary, and for each direction, either the displacement or the force belonging to this difference vanishes. The boundary forces therefore do no work, the stored elastic energy is zero, and so is the strain. What remains is a rigid motion, which the fixed base excludes.

**Lateral stress.** With $\sigma_{zz}=0$, the two conditions of zero lateral strain are

$$
0=\frac{\sigma_{xx}-\nu\sigma_{yy}}{E}+\alpha\Delta T,\qquad
0=\frac{\sigma_{yy}-\nu\sigma_{xx}}{E}+\alpha\Delta T.
$$

Subtracting the second from the first gives $(1+\nu)(\sigma_{xx}-\sigma_{yy})/E=0$, so the two stresses are equal. Call their common value $\sigma$. Either condition then becomes $(1-\nu)\sigma/E=-\alpha\Delta T$, or

$$
\sigma=-\frac{E\alpha\Delta T}{1-\nu}.
$$

The minus sign means compression. The factor $1-\nu$ in the denominator arises because squeezing along $x$ makes the copper push outwards along $y$, and the other way round. Each pair of walls must resist this push as well as the thermal expansion.

**Vertical strain.** Hooke's law for the vertical direction, with $\sigma_{zz}=0$, gives

$$
\varepsilon_{zz}=\alpha\Delta T-\frac{2\nu\sigma}{E}
=\alpha\Delta T+\frac{2\nu}{1-\nu}\,\alpha\Delta T .
$$

The two minus signs have combined: lateral compression produces vertical extension. Over the common denominator the numerator is $(1-\nu)+2\nu=1+\nu$, so the rise $\Delta h=h\varepsilon_{zz}$ is

$$
\boxed{\Delta h=h\alpha\Delta T\,\frac{1+\nu}{1-\nu}}
$$

Young's modulus has cancelled. A stiffer material is squeezed by a larger stress, but it deforms less under a given stress, in the same proportion.

**Numbers for part (a).** The factor is $1.34/0.66=2.030$, and therefore

$$
\Delta h=2.030\times5.10\ \text{nm}=10.35\ \text{nm}.
$$

Of this, 5.10 nm is free thermal expansion and 5.25 nm is the Poisson bulge. The omitted part is slightly larger than the part that was kept. The strains are of order one percent, and terms of second order in strain have been dropped. These terms are about one percent of the result, or roughly 0.1 nm, so already the first decimal is uncertain from this cause alone. The elastic answer is thus about 10 nm. The decimals are kept below only to make the arithmetic traceable.

## A check through the volume

Adding the three forms of Hooke's law gives the relative change of volume. Each stress enters once with weight 1 and twice with weight $-\nu$, so

$$
\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz}
=3\alpha\Delta T+\frac{1-2\nu}{E}(\sigma_{xx}+\sigma_{yy}+\sigma_{zz}).
$$

In the clamped pad the left side is just $\varepsilon_{zz}$, and the sum of the stresses is $2\sigma$. Hence

$$
\varepsilon_{zz}=3\alpha\Delta T+\frac{2(1-2\nu)\sigma}{E}. \tag{V}
$$

Inserting the elastic stress gives

$$
\varepsilon_{zz}=\alpha\Delta T\,\frac{3(1-\nu)-2(1-2\nu)}{1-\nu}
=\alpha\Delta T\,\frac{1+\nu}{1-\nu},
$$

as before. This form shows a second way to go wrong. One might argue that the copper gains the volume fraction $3\alpha\Delta T$ and that all of it must go upwards, which would give 15.30 nm. That ignores the compression of the copper by the walls, which takes back part of the volume.

The limits of $\nu$ separate the two errors. For $\nu=0$, lateral squeezing has no vertical effect, and the rise is $h\alpha\Delta T$, the first tempting answer. For $\nu\to1/2$, stress cannot change the volume, and the rise tends to $3h\alpha\Delta T$, the second one. Copper lies between these limits.

## Does the copper remain elastic?

The elastic lateral stress is

$$
\sigma=-\frac{(120\ \text{GPa})(0.00510)}{0.66}=-927\ \text{MPa}.
$$

This must be compared with the yield strength through a criterion for combined stresses. With principal stresses $\sigma,\sigma,0$, the von Mises stress $\sigma_{\rm M}$ is given by

$$
\sigma_{\rm M}^2=\tfrac12\left[(\sigma-\sigma)^2+(\sigma-0)^2+(0-\sigma)^2\right]=\sigma^2 .
$$

Yielding therefore begins when $|\sigma|=Y$. The elastic stress is about three times the assumed strength, so the first answer to part (b) is no. Setting $E\alpha\Delta T_y/(1-\nu)=Y$ gives the temperature rise at which flow starts:

$$
\Delta T_y=\frac{Y(1-\nu)}{E\alpha}
=\frac{(300\ \text{MPa})(0.66)}{(120\ \text{GPa})(17\times10^{-6}\ \text{K}^{-1})}
=97.1\ \text{K}.
$$

The elastic formula holds up to this point, which is about a third of the way to 300 K.

## The rise after yielding

Assume perfect plasticity: the strength does not change with strain or temperature. As heating continues, the lateral stress then stays at $\sigma=-Y$. The total strain now has a thermal, an elastic and a plastic part. Plastic flow in a metal leaves the volume unchanged to a good approximation, and the von Mises flow rule used here has this property. The plastic strains then add up to zero and drop out of the volume balance. Equation (V) therefore still holds, with the actual stress inserted:

$$
\varepsilon_{zz}=3\alpha\Delta T-\frac{2(1-2\nu)Y}{E}\qquad(\Delta T\ge\Delta T_y).
$$

For the pad, the first term contributes $3\times5.10=15.30$ nm. The second takes away $h\times2\times0.32\times300\ \text{MPa}/(120\ \text{GPa})=1.60$ nm. The rise is

$$
\Delta h=15.30\ \text{nm}-1.60\ \text{nm}=13.70\ \text{nm}.
$$

This completes part (b). Yielding limits the stress, yet the top rises further than in the elastic case. The reason is visible in equation (V): a smaller compressive stress takes back less of the thermal volume gain, and with the sides closed that volume can only go upwards.

The plastic strain can be found explicitly. Let $\varepsilon^{p}$ be its value in each lateral direction. Zero total lateral strain requires

$$
0=\alpha\Delta T-\frac{(1-\nu)Y}{E}+\varepsilon^{p}.
$$

By the definition of $\Delta T_y$, the middle term is $-\alpha\Delta T_y$, so $\varepsilon^{p}=-\alpha(\Delta T-\Delta T_y)$. It is compressive and grows steadily, as flow under lateral compression should. Conservation of volume makes the vertical plastic strain $+2\alpha(\Delta T-\Delta T_y)$. The rise of 13.70 nm then consists of 5.10 nm of thermal expansion, $2\nu hY/E=1.70$ nm of elastic bulge and 6.90 nm of plastic flow.

The excess over the elastic formula follows from the slopes. Beyond $\Delta T_y$ the vertical strain grows by $3\alpha$ per kelvin instead of $\alpha(1+\nu)/(1-\nu)$, and the two curves meet at $\Delta T_y$. The excess strain is therefore

$$
\left(3-\frac{1+\nu}{1-\nu}\right)\alpha(\Delta T-\Delta T_y)
=\frac{2(1-2\nu)}{1-\nu}\,\alpha(\Delta T-\Delta T_y),
$$

which is positive for $\nu<1/2$. Here it amounts to $13.70-10.35=3.35$ nm.

Real copper hardens as it deforms, softens on heating and creeps. Equation (V) covers these cases too, as long as the inelastic flow keeps the volume and the elastic constants are fixed: the rise depends on the lateral stress present at that moment, not on the path by which it was reached. If that stress lies between zero and the elastic value of $-927$ MPa, the rise lies between 15.30 nm and 10.35 nm. The statement that the pad rises about 10 nm is therefore the elastic result, and for an isotropic copper that yields between smooth, rigid walls it is the lower end of a range. Copper crystals are strongly anisotropic, and a pad this thin is often textured. The clamping factor then becomes $1+2C_{12}/C_{11}$ with the (100) planes parallel to the base and $3(C_{11}+2C_{12})/(C_{11}+2C_{12}+4C_{44})$ with the (111) planes parallel to it. For typical values $C_{11}\approx168$, $C_{12}\approx121$ and $C_{44}\approx75$ GPa, the elastic rise is about 12.5 nm and 8.8 nm respectively, so the isotropic 10.35 nm is not a lower bound for a textured pad.

## What the clamp has to do

The remaining cases are elastic again, so that the effect of the clamp can be seen separately from that of yielding. Their numbers for $\Delta T=300$ K therefore do not describe a copper that has yielded.

**Surroundings that expand.** Suppose that the walls and the support also expand laterally, with coefficient $\alpha_s$. The lateral strain is then $\alpha_s\Delta T$ instead of zero, and Hooke's law gives

$$
\alpha_s\Delta T=\frac{(1-\nu)\sigma}{E}+\alpha\Delta T
\quad\Longrightarrow\quad
\sigma=-\frac{E(\alpha-\alpha_s)\Delta T}{1-\nu}.
$$

Only the mismatch in expansion produces stress. The vertical strain becomes

$$
\varepsilon_{zz}=\alpha\Delta T-\frac{2\nu\sigma}{E}
=\alpha\Delta T+\frac{2\nu}{1-\nu}(\alpha-\alpha_s)\Delta T .
$$

If $\alpha_s=\alpha$, the bulge disappears and the free expansion returns. For a model value $\alpha_s=3$ ppm/K, the rise is 9.43 nm, so the rigid clamp was a fair approximation. This rise is measured from the base of the pad. To find how far the copper moves relative to the insulator beside it, one must subtract the insulator's own rise.

**Walls that grip.** Copper bonded to its side walls cannot slide along them. The strain is then no longer uniform, but an exact statement about averages survives. Let angle brackets denote the average over the volume of the pad, and let the walls be rigid again. The average of $\varepsilon_{xx}+\varepsilon_{yy}$ is fixed by the lateral displacement at the walls, which is zero. Adding the two lateral forms of Hooke's law and averaging gives

$$
0=\frac{(1-\nu)\langle\sigma_{xx}+\sigma_{yy}\rangle-2\nu\langle\sigma_{zz}\rangle}{E}+2\alpha\Delta T .
$$

Solve this for $\langle\sigma_{xx}+\sigma_{yy}\rangle$ and insert it in the averaged vertical form:

$$
\langle\varepsilon_{zz}\rangle
=\alpha\Delta T\,\frac{1+\nu}{1-\nu}
+\frac{\langle\sigma_{zz}\rangle}{E}\left(1-\frac{2\nu^2}{1-\nu}\right).
$$

The last bracket equals $(1+\nu)(1-2\nu)/(1-\nu)$ and is positive. Since the base is fixed, $h\langle\varepsilon_{zz}\rangle$ is the rise averaged over the top surface. The first term is the smooth-wall result. The second is the effect of the grip: walls that hold the copper down put it under vertical compression, $\langle\sigma_{zz}\rangle<0$, and lower the mean rise.

A finite-element calculation for round pads with gripping walls gives a mean rise of 6.4 nm for a radius of 1 µm and 9.5 nm for a radius of 5 µm. Halving the mesh size changed the first value by about 0.1 nm. Both values lie below 10.35 nm, so the average vertical stress is indeed compressive. The narrow pad loses more, which is plausible because it has more wall per unit of top area. For pads whose radius is comparable with their thickness, the boxed formula thus gives the mean rise only if the copper can slide along the walls. With gripping walls the top is domed: it does not rise at the wall, while the centre rises about 10.3 nm for a radius of 1 µm and about 10.8 nm, slightly more than the boxed value, for a radius of 2 µm.

**No walls at all.** A wide, thin pad can be clamped by its base alone. For a pad of radius 10 µm with free edges, bonded to a rigid support, the same kind of calculation gives a rise of 10.35 nm at the centre. There the surrounding copper does the work of the walls. Near the edge the copper can bulge outwards, and the uniform solution does not apply.

The finite-element calculation also reproduces the uniform results for smooth walls, rigid and expanding, without assuming that the strain is uniform. The yielded rise was tested separately by heating the copper in small steps with von Mises flow. The values are listed in the numerical output below.

## Numbers as computed

```
Pad thickness: 1.0 um
Poisson ratio: 0.34
Expansion coefficient of pad: 17.0 ppm/K
Temperature rise: 300 K
Young's modulus (model): 120 GPa
Yield strength (model): 300 MPa
Expansion of surroundings (model): 3.0 ppm/K
Free thermal strain: 0.510 percent
Free rise: 5.10 nm
Poisson bulge: 5.25 nm
Clamping factor: 2.030 (no unit)
Clamped elastic rise, formula: 10.35 nm
Clamped elastic rise, finite elements: 10.35 nm
Elastic lateral stress, formula: -927 MPa
Elastic lateral stress, stepwise: -927 MPa
Rise in expanding surroundings, formula: 9.43 nm
Same, finite elements: 9.43 nm
Gripping wall, radius 1 um, mean rise: 6.4 nm
  same on coarser mesh: 6.3 nm
Gripping wall, radius 5 um, mean rise: 9.5 nm
  same on coarser mesh: 9.5 nm
Free-edged pad, radius 10 um, centre rise: 10.35 nm
Temperature rise at yield, formula: 97.1 K
First plastic step (1 K steps): 98 K
Rise with yielding, formula: 13.70 nm
Rise with yielding, stepwise: 13.70 nm
Upper limit, zero yield strength: 15.30 nm
```
